# Thickness-independent coercive field from the fold of a quartic Landau energy: a numerical check

```python
"""
Result under test: for g(P;E) = -alpha P^2/2 + beta P^4/4 - E P, the local
minimum opposed to the field merges with the barrier at
    E_c = 2 alpha^(3/2) / (3 sqrt(3) sqrt(beta)),
independent of film thickness for uniform P and perfectly screening electrodes.
P: polarization; E: field; P0 = sqrt(alpha/beta); chi: zero-field ferroelectric
susceptibility; eps_b: background permittivity. A series dielectric layer and
thermal nucleation of reversed columns are sized as neglected effects.
Scaled variables: p = P/P0, e = E/(alpha P0). SI units inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import PchipInterpolator

eps0, q, kB = const.epsilon_0, const.e, const.k
MVCM, UCCM2, NM = 1e8, 1e-2, 1e-9

# Round inputs in the rough regime of ferroelectric hafnium zirconium oxide
P0, chi, eps_b = 20 * UCCM2, 30.0, 5.0
d_ref = 10 * NM
layer_t, eps_i = 0.5 * NM, 30.0
temperature, attempt_rate, dwell, sites = 300.0, 1e12, 1e-4, 100
E_breakdown = 4 * MVCM
tunnel_barrier, tunnel_mass = 2.0 * q, 0.2 * const.m_e
grain_side = 10 * NM

alpha = 1 / (2 * eps0 * chi)
beta = alpha / P0**2


def coercive(a, b):
    return 2 * a**1.5 / (3 * np.sqrt(3 * b))


E_c = coercive(alpha, beta)
e_c = E_c / (alpha * P0)


def real_roots(e):
    r = np.roots([1.0, 0.0, -1.0, -e])
    return np.sort(r[np.abs(r.imag) < 1e-7].real)


# Number of stationary states on either side of the predicted field
assert len(real_roots(0.999 * e_c)) == 3
assert len(real_roots(1.001 * e_c)) == 1

# Susceptibility from the displacement of the minimum under a small field
small = 1e-4
chi_num = P0 * (real_roots(small)[-1] - real_roots(-small)[-1]) \
    / (2 * small * alpha * P0 * eps0)
assert abs(chi_num / chi - 1) < 1e-4

P_grid = np.linspace(-1.6 * P0, 1.6 * P0, 4001)
landau = -alpha * P_grid**2 / 2 + beta * P_grid**4 / 4

# The global minimum changes sign at zero field
for sign in (-1, 1):
    best = P_grid[np.argmin(landau - sign * 0.01 * E_c * P_grid)]
    assert np.sign(best) == sign


def ramp(d, t):
    """Walk downhill on the full electrostatic energy as voltage rises."""
    i = int(np.argmin(np.abs(P_grid + P0)))
    for fraction in np.arange(0, 1.3, 0.001):
        V = fraction * E_c * d
        D = (V + P_grid * d / (eps0 * eps_b)) \
            / (d / (eps0 * eps_b) + t / (eps0 * eps_i))
        G = (d * landau + d * (D - P_grid)**2 / (2 * eps0 * eps_b)
             + t * D**2 / (2 * eps0 * eps_i) - V * D)
        before = P_grid[i]
        while G[i + 1] < G[i]:
            i += 1
        while G[i - 1] < G[i]:
            i -= 1
        if before < 0 < P_grid[i]:
            return V, before, P_grid[i]
    raise RuntimeError("no reversal found")


ramp_rows = []
for d in (5 * NM, 10 * NM, 20 * NM):
    V_ideal, P_before, P_after = ramp(d, 0.0)
    assert abs(V_ideal / (E_c * d) - 1) < 0.003  # ramp step is 0.001
    # Square-root approach to the fold magnifies the finite ramp step
    assert abs(P_before / P0 + 1 / np.sqrt(3)) < 0.04
    assert abs(P_after / P0 - 2 / np.sqrt(3)) < 0.003
    d_eff = d + layer_t * eps_b / eps_i
    alpha_layer = alpha - layer_t / (eps0 * eps_i * d_eff)
    V_formula = d_eff * coercive(alpha_layer, beta)
    V_layer = ramp(d, layer_t)[0]
    assert abs(V_layer / V_formula - 1) < 0.004
    ramp_rows.append((d, V_ideal, V_formula, V_layer))


def uniform_barrier(ratio):
    """Scaled barrier density, by quadrature between minimum and barrier."""
    e = ratio * e_c
    low, top, _ = real_roots(e)
    return quad(lambda p: p**3 - p - e, low, top)[0]


energy_density = alpha * P0**2
barrier_zero = uniform_barrier(0.0) * energy_density
assert abs(barrier_zero / (alpha**2 / (4 * beta)) - 1) < 1e-8
near_formula = 4 / 3 * (0.01 * E_c)**1.5 / np.sqrt(np.sqrt(3) * beta * P0)
near_numeric = uniform_barrier(0.99) * energy_density
assert abs(near_formula / near_numeric - 1) < 0.02


def shoot(p, e, p_meta, h=0.05):
    """Integrate p'' + p'/r = p^3 - p - e outward from the column centre."""
    def w(x):
        return -x * x / 2 + x**4 / 4 - e * x
    w_meta, r, v, kinetic, potential = w(p_meta), 0.0, 0.0, 0.0, 0.0
    while r < 200:
        force = p * (p * p - 1) - e
        a1 = force / 2 if r == 0 else force - v / r
        rm = r + h / 2
        p2, v2 = p + h / 2 * v, v + h / 2 * a1
        a2 = p2 * (p2 * p2 - 1) - e - v2 / rm
        p3, v3 = p + h / 2 * v2, v + h / 2 * a2
        a3 = p3 * (p3 * p3 - 1) - e - v3 / rm
        p4, v4 = p + h * v3, v + h * a3
        r += h
        a4 = p4 * (p4 * p4 - 1) - e - v4 / r
        p += h / 6 * (v + 2 * v2 + 2 * v3 + v4)
        v += h / 6 * (a1 + 2 * a2 + 2 * a3 + a4)
        if p < p_meta:
            return True, kinetic, potential
        if v >= 0:
            return False, kinetic, potential
        kinetic += 2 * np.pi * h * r * v * v / 2
        potential += 2 * np.pi * h * r * (w(p) - w_meta)
    return False, kinetic, potential


def column_barrier(ratio):
    """Saddle energy of a reversed column, in units of kappa P0^2 d."""
    e = ratio * e_c
    p_meta, low, high = real_roots(e)
    for _ in range(52):
        middle = (low + high) / 2
        overshoot, kinetic, potential = shoot(middle, e, p_meta)
        if overshoot:
            high = middle
        else:
            low = middle
    # A stationary two-dimensional profile has zero net potential energy
    assert abs(potential) < 0.005 * kinetic
    return kinetic + potential


# Small-field limit: sharp wall of scaled tension 2 sqrt(2)/3
thin_wall = np.pi * (2 * np.sqrt(2) / 3)**2 / (2 * 0.1 * e_c)
assert abs(column_barrier(0.1) / thin_wall - 1) < 0.05

ratios = np.arange(0.30, 0.961, 0.06)
saddles = np.array([column_barrier(x) for x in ratios])
assert np.all(np.diff(saddles) < 0)
inverse = PchipInterpolator(np.append(saddles, 0.0)[::-1],
                            np.append(ratios, 1.0)[::-1])
thermal_energy = kB * temperature * np.log(attempt_rate * dwell * sites)
thermal_rows = []
for d, xi in ((5 * NM, 0.5 * NM), (10 * NM, 0.5 * NM),
              (20 * NM, 0.5 * NM), (10 * NM, 0.3 * NM)):
    kappa = alpha * xi**2 / 2
    # The tanh wall must satisfy the static wall equation
    x, step = 0.4 * xi, 1e-3 * xi
    wall = P0 * np.tanh(np.array([x - step, x, x + step]) / xi)
    bend = kappa * (wall[0] - 2 * wall[1] + wall[2]) / step**2
    assert abs(bend / (-alpha * wall[1] + beta * wall[1]**3) - 1) < 1e-4
    unit = kappa * P0**2 * d
    target = thermal_energy / unit
    assert 0 < target < saddles[0]
    ratio = float(inverse(target))
    assert abs(column_barrier(ratio) / target - 1) < 0.02
    thermal_rows.append((d, xi, unit, target, ratio))

# Sixth-order term carrying 20 percent of the restoring field at P0,
# with P0 and chi held fixed
share = 0.2
p = np.linspace(0, 1, 20001)
E_sixth = alpha * P0 / (1 + share) * np.max(
    p - (1 - share) * p**3 - share * p**5)

# Tunnelling exponent through the tilted barrier, formula against quadrature
drop = q * E_c * d_ref
assert drop < tunnel_barrier
exponent = 4 * np.sqrt(2 * tunnel_mass) / (3 * const.hbar * q * E_c) * (
    tunnel_barrier**1.5 - (tunnel_barrier - drop)**1.5)
exponent_num = quad(lambda s: 2 * d_ref / const.hbar * np.sqrt(
    2 * tunnel_mass * (tunnel_barrier - drop * s)), 0, 1)[0]
assert abs(exponent / exponent_num - 1) < 1e-8

D_before = -P0 / np.sqrt(3) + eps0 * eps_b * E_c
D_after = 2 * P0 / np.sqrt(3) + eps0 * eps_b * E_c
assert D_before < 0 < D_after
volume = grain_side**2 * d_ref

print(f"input P0 = {P0/UCCM2:.1f} uC/cm2")
print(f"input chi = {chi:.0f}, eps_b = {eps_b:.0f} (dimensionless)")
print(f"alpha = {alpha:.4e} m/F")
print(f"beta = {beta:.4e} V m^5/C^3")
print(f"scaled coercive field e_c = {e_c:.5f}")
print(f"coercive field E_c = {E_c/MVCM:.3f} MV/cm = {E_c:.3e} V/m")
print(f"P just before jump = {-P0/np.sqrt(3)/UCCM2:.2f} uC/cm2")
print(f"P just after jump = {2*P0/np.sqrt(3)/UCCM2:.2f} uC/cm2")
print(f"displacement before jump = {D_before/UCCM2:.2f} uC/cm2")
print(f"displacement after jump = {D_after/UCCM2:.2f} uC/cm2")
print(f"series layer: t = {layer_t/NM:.1f} nm, eps_i = {eps_i:.0f}")
for d, vi, vf, vl in ramp_rows:
    print(f"d = {d/NM:.0f} nm: ideal ramp V_c = {vi:.3f} V")
    print(f"  ideal ramp V_c/d = {vi/d/MVCM:.3f} MV/cm")
    print(f"  with layer, formula V_c/d = {vf/d/MVCM:.3f} MV/cm")
    print(f"  with layer, ramp V_c/d = {vl/d/MVCM:.3f} MV/cm")
print(f"uniform barrier density, E=0: {barrier_zero/1e6:.2f} MJ/m3")
print(f"grain side = {grain_side/NM:.0f} nm, height = {d_ref/NM:.0f} nm")
print(f"uniform grain barrier, E=0: {barrier_zero*volume/q:.1f} eV")
b90 = uniform_barrier(0.9) * energy_density * volume / q
print(f"uniform grain barrier, E=0.9 E_c: {b90:.2f} eV")
print(f"near-fold / numerical barrier at 0.99 E_c = "
      f"{near_formula/near_numeric:.4f}")
print(f"temperature = {temperature:.0f} K, sites = {sites}")
print(f"attempt rate = {attempt_rate:.0e} 1/s, dwell = {dwell:.0e} s")
print(f"thermally reachable barrier = {thermal_energy/q:.3f} eV")
for d, xi, unit, target, ratio in thermal_rows:
    print(f"column: d = {d/NM:.0f} nm, wall xi = {xi/NM:.1f} nm")
    print(f"  kappa P0^2 d = {unit/q:.3f} eV, S needed = {target:.2f}")
    print(f"  thermal switching field = {ratio*E_c/MVCM:.2f} MV/cm"
          f" = {ratio:.2f} E_c")
print(f"sixth-order share = {share:.1f}: E_c = {E_sixth/MVCM:.3f} MV/cm")
print(f"rough breakdown field = {E_breakdown/MVCM:.1f} MV/cm")
print(f"E_c / breakdown field = {E_c/E_breakdown:.2f}")
print(f"tunnel barrier = {tunnel_barrier/q:.1f} eV, "
      f"mass = {tunnel_mass/const.m_e:.1f} m_e")
print(f"tunnelling exponent at E_c, 10 nm = {exponent:.1f}")
print(f"tunnelling factor exp(-exponent) = {np.exp(-exponent):.1e}")
print("checks complete")
```

Output:

```
input P0 = 20.0 uC/cm2
input chi = 30, eps_b = 5 (dimensionless)
alpha = 1.8823e+09 m/F
beta = 4.7059e+10 V m^5/C^3
scaled coercive field e_c = 0.38490
coercive field E_c = 1.449 MV/cm = 1.449e+08 V/m
P just before jump = -11.55 uC/cm2
P just after jump = 23.09 uC/cm2
displacement before jump = -10.91 uC/cm2
displacement after jump = 23.74 uC/cm2
series layer: t = 0.5 nm, eps_i = 30
d = 5 nm: ideal ramp V_c = 0.725 V
  ideal ramp V_c/d = 1.449 MV/cm
  with layer, formula V_c/d = 1.061 MV/cm
  with layer, ramp V_c/d = 1.061 MV/cm
d = 10 nm: ideal ramp V_c = 1.449 V
  ideal ramp V_c/d = 1.449 MV/cm
  with layer, formula V_c/d = 1.249 MV/cm
  with layer, ramp V_c/d = 1.251 MV/cm
d = 20 nm: ideal ramp V_c = 2.898 V
  ideal ramp V_c/d = 1.449 MV/cm
  with layer, formula V_c/d = 1.348 MV/cm
  with layer, ramp V_c/d = 1.349 MV/cm
uniform barrier density, E=0: 18.82 MJ/m3
grain side = 10 nm, height = 10 nm
uniform grain barrier, E=0: 117.5 eV
uniform grain barrier, E=0.9 E_c: 3.61 eV
near-fold / numerical barrier at 0.99 E_c = 0.9997
temperature = 300 K, sites = 100
attempt rate = 1e+12 1/s, dwell = 1e-04 s
thermally reachable barrier = 0.595 eV
column: d = 5 nm, wall xi = 0.5 nm
  kappa P0^2 d = 0.294 eV, S needed = 2.03
  thermal switching field = 1.12 MV/cm = 0.77 E_c
column: d = 10 nm, wall xi = 0.5 nm
  kappa P0^2 d = 0.587 eV, S needed = 1.01
  thermal switching field = 1.27 MV/cm = 0.87 E_c
column: d = 20 nm, wall xi = 0.5 nm
  kappa P0^2 d = 1.175 eV, S needed = 0.51
  thermal switching field = 1.35 MV/cm = 0.93 E_c
column: d = 10 nm, wall xi = 0.3 nm
  kappa P0^2 d = 0.211 eV, S needed = 2.81
  thermal switching field = 1.01 MV/cm = 0.70 E_c
sixth-order share = 0.2: E_c = 1.291 MV/cm
rough breakdown field = 4.0 MV/cm
E_c / breakdown field = 0.36
tunnel barrier = 2.0 eV, mass = 0.2 m_e
tunnelling exponent at E_c, 10 nm = 51.0
tunnelling factor exp(-exponent) = 7.0e-23
checks complete
```
